# Overlap Error in a Cross-Bridge Kelvin Resistor and Its Resistivity Threshold

## The problem

A cross-bridge Kelvin resistor measures the resistance of a metal-semiconductor interface. Current \(I\) enters through one diffused arm, crosses the contact into the metal and leaves. A second diffused arm, perpendicular to the first, carries no net current and reports the diffusion potential. The reading is \(R_K=V_{\rm tap}/I\), with potentials measured from the metal.

The contact is a square of side \(L\) and area \(A=L^2\). Diffusion extends a distance \(\delta\) beyond it on every side, so both arms have width \(W=L+2\delta\). The diffusion has sheet resistance \(R_s\), and the interface has specific contact resistivity \(\rho_c\). The Schreyer-Saraswat estimate of the reading is

\[
R_K\simeq\frac{\rho_c}{A}+R_{\rm ov},\qquad
R_{\rm ov}=\frac{4R_s\delta^2}{3W^2}\left[1+\frac{\delta}{2(W-\delta)}\right].
\]

The first term is the interfacial resistance and the second is spurious. The expression is taken here as a named approximation, to be used and then judged.

Take \(R_s=50\ \Omega/\text{sq}\), \(L=2\ \mu\text{m}\) and \(\delta=0.5\ \mu\text{m}\).

**(a)** Calculate \(R_{\rm ov}\) and the resistivity below which it exceeds \(\rho_c/A\).

**(b)** Set up the two-dimensional sheet model. What does the tap measure, and when is the reading \(\rho_c/A\) without correction?

**(c)** Find the spurious resistance for \(\rho_c\to0\) and \(W\gg\delta\), and compare its coefficient with 4/3.

**(d)** Show that the spurious resistance depends on \(\rho_c\), but tends to a constant for large \(\rho_c\).

**(e)** Find the threshold of the sheet model. What does subtracting \(R_{\rm ov}\) do to an extracted \(\rho_c\)?

## Hints

**(a)** Equate the two terms of the estimate. Note that \(1\ \Omega\,\mu\text{m}^2=10^{-8}\ \Omega\,\text{cm}^2\).

**(b)** Integrate Laplace's equation across the tap. Then average the equation under the contact over \(x\).

**(c)** Only the corner between the two arms matters. It has one insulating corner and one grounded corner, and can be mapped from a half-plane.

**(d)** Look first at a strip of diffusion in front of the contact. For large \(\rho_c\), expand about a uniform potential.

**(e)** The threshold satisfies \(R_K=2\rho_c/A\), because the reading is then twice its interfacial part.

## Full solution

### (a) The estimate

The arm width is \(W=2+2(0.5)=3\ \mu\text{m}\), and \(A=4\ \mu\text{m}^2\). The bracket is \(1+0.5/(2\times2.5)=1.10\). Hence

\[
R_{\rm ov}=\frac{4(50)(0.5)^2}{3(3)^2}(1.10)
=\frac{50}{27}(1.10)=2.04\ \Omega .
\]

This exceeds \(\rho_c/A\) when \(\rho_c<\rho_{SS}\), where

\[
\rho_{SS}=AR_{\rm ov}=4(2.037)=8.15\ \Omega\,\mu\text{m}^2
=8.15\times10^{-8}\ \Omega\,\text{cm}^2 .
\]

This is the threshold of the structure only if the estimate is accurate at that resistivity. Parts (b) to (e) examine the size of the spurious term and whether it is independent of \(\rho_c\), as the estimate assumes.

### (b) What the tap measures

Let the crossing occupy \(0<x<W\), \(0<y<W\). The current arm lies at \(x<0\), and the tap at \(y>W\). Assume a thin, uniform diffusion, an equipotential metal, a linear interface and long arms.

The sheet current density is \(\mathbf K=-\nabla V/R_s\). Under the contact, current leaves the sheet at a rate \(V/\rho_c\) per unit area, so \(\nabla\cdot\mathbf K=-V/\rho_c\). Therefore

\[
\nabla^2V=\frac{V}{\ell^2},\qquad \ell=\sqrt{\rho_c/R_s},
\]

under the contact, and \(\nabla^2V=0\) elsewhere. The normal derivative vanishes on the insulating edges. The transfer length \(\ell\) is the distance over which current passes from the diffusion into the metal.

In the tap, define \(m(y)=W^{-1}\int_0^W V\,dx\). Then

\[
m''=\frac1W\int_0^W V_{yy}\,dx
=-\frac1W\int_0^W V_{xx}\,dx
=-\frac{V_x(W,y)-V_x(0,y)}W=0 .
\]

The slope \(m'\) is thus constant. It is proportional to the net tap current, which is zero, so \(m\) is constant. Far along the tap \(V\) is uniform, and

\[
V_{\rm tap}=\frac1W\int_0^W V(x,W)\,dx .
\]

The tap reports the average potential across its mouth, including the mouth's overlap regions.

Now set \(\delta=0\), so the contact fills the crossing. Let \(j(y)\) be the current per unit width entering at \(x=0\), where \(V_x=-R_sj\). At \(x=W\) the edge is insulated and \(V_x=0\). Averaging the contact equation over \(x\) gives

\[
m''+\frac{R_sj(y)}W=\frac m{\ell^2}.
\]

The slope \(m'\) is zero at \(y=0\), an insulating edge, and at \(y=W\), where no net current enters the tap. If \(j=I/W\) is uniform, the solution is the constant

\[
m=\frac{R_s\ell^2I}{W^2}=\frac{\rho_cI}{W^2},
\]

and \(R_K=\rho_c/A\). Zero overlap is therefore sufficient when the entering current is uniform.

The tap arm disturbs that uniformity: current can enter the tap near one side of its mouth and return farther along, with no net flow. For \(L=W=2\ \mu\text{m}\) and \(\rho_c=1.31\times10^{-7}\ \Omega\,\text{cm}^2\), the numerical sheet solution described in (e) gives an excess of 0.17 Ω. That is 5% of the interfacial resistance.

### (c) The limit of a very good interface

As \(\rho_c\to0\), the contact edge is held at \(V=0\). For \(W\gg\delta\), the tap signal comes from the corner region. There the insulating corner \(P\) is at \((0,W)\), and the contact corner \(Q\) is at \((\delta,W-\delta)\). All other edges recede to infinity.

Write \(z=x+iy\), and map the upper half \(\zeta\)-plane by

\[
\frac{dz}{d\zeta}=K(\zeta^2-1)^{1/2}\zeta^{-3/2},\qquad K>0,
\]

with \(\zeta=-1\) at \(P\) and \(\zeta=1\) at \(Q\). Both interior angles are \(3\pi/2\), which gives the two exponents \(3/2-1=1/2\). The factor \(\zeta^{-3/2}\) makes both distant regions quarter-planes: \(\zeta\to0\) is the current side, and \(\zeta\to\infty\) is the tap side.

To find \(K\), go from \(Q\) to \(P\) along \(\zeta=e^{i\phi}\). Since \(\zeta^2-1=2i\sin\phi\,e^{i\phi}\),

\[
dz=K(2i\sin\phi)^{1/2}e^{i\phi/2}e^{-3i\phi/2}\,ie^{i\phi}d\phi
=iK(2i\sin\phi)^{1/2}d\phi .
\]

The phase is constant, so the path is straight. Its length is \(\sqrt2\,\delta\), and therefore

\[
\sqrt2\,\delta=\sqrt2\,KS,\qquad
S=\int_0^\pi\sqrt{\sin\phi}\,d\phi=2.396,\qquad K=\frac\delta S .
\]

The potential must vanish on the contact edge, \(\zeta>0\), and have zero normal derivative on the insulating edge, \(\zeta<0\). With \(\zeta=|\zeta|e^{i\phi}\), take

\[
V=-c\,\mathrm{Im}\,\zeta^{-1/2}=c|\zeta|^{-1/2}\sin(\phi/2).
\]

It is zero at \(\phi=0\), and its angular derivative is zero at \(\phi=\pi\), as required.

On the current side, integration of the map near \(\zeta=0\) gives \(z\simeq-2iK\zeta^{-1/2}\), up to a constant. Thus \(\zeta^{-1/2}\simeq iz/(2K)\) and \(V\simeq-cx/(2K)\). The incoming uniform current requires \(V_x=-R_sI/W\), so \(c=2KR_sI/W\).

On the tap side, \(z\simeq2K\zeta^{1/2}\), so \(\zeta^{-1/2}\simeq2K/z\). With \(x',y'\) measured from the corner and \(r^2=x'^2+y'^2\),

\[
V\simeq2Kc\frac{y'}{r^2}
=4K^2\frac{R_sI}{W}\frac{y'}{r^2}.
\]

The integral across the tap is

\[
\int V\,dx'=4K^2\frac{R_sI}{W}
\int_0^\infty\frac{y'\,dx'}{x'^2+y'^2}
=2\pi K^2\frac{R_sI}{W},
\]

because the last integral is \(\pi/2\). The argument of part (b) makes the width integral the same at every height in the tap, so this distant value also holds at the mouth. Dividing by \(WI\) gives, to leading order in \(\delta/W\),

\[
R_0=\kappa\frac{R_s\delta^2}{W^2},\qquad
\kappa=\frac{2\pi}{S^2}=1.094 .
\]

The \(\delta^2\) has a direct meaning. The potential in the corner is of order \(R_sI\delta/W\), and it occupies a fraction of order \(\delta/W\) of the tap mouth.

The example gives \(R_0=1.094(50)(0.25)/9=1.52\ \Omega\). The numerical sheet solution, which keeps the finite ratio \(W/\delta=6\), gives 1.56 Ω. At \(W/\delta=12\) its coefficient is 1.102, within 1% of \(\kappa\). The Schreyer-Saraswat term has the right scaling, but its wide-contact coefficient, 4/3, is 22% above \(\kappa\). In the example, its value of 2.04 Ω is 30% above the 1.56 Ω of the sheet model.

### (d) Why the spurious part changes with resistivity

Consider a reduced, one-dimensional case: a contact spanning the full height with overlap only in front, no lateral flow, and \(\ell\ll L\). Continuity of potential and current at \(x=\delta\) gives

\[
V=\frac{R_sI}{W}
\begin{cases}
\ell+\delta-x, & 0<x<\delta,\\
\ell e^{-(x-\delta)/\ell}, & x>\delta.
\end{cases}
\]

Averaging over the tap mouth, with the small exponential at the far edge dropped,

\[
\frac{V_{\rm tap}}I=\frac{R_s}{W^2}
\left(\delta\ell+\frac{\delta^2}{2}+\ell^2\right).
\]

The last term is \(\rho_c/W^2\). It differs from the interfacial resistance of this slightly shorter contact by a correction of order \(R_s\delta\ell^2/W^3\), smaller than the \(\delta\ell\) term by a factor of order \(\ell/W\).

The term \(R_s\delta\ell/W^2\) is spurious and grows as \(\sqrt{\rho_c}\). The contact edge no longer sits at the metal potential, and the tap averages that raised potential over the overlap as well. When \(\ell\) is comparable with \(\delta\), this term is as important as the \(\delta^2\) term. A constant correction cannot represent it.

The growth does not continue. In the full structure of the example it has already slowed when \(\ell\) is comparable with the overlap: about half of the total rise is reached at \(\ell=\delta/2\), three quarters at \(\ell=\delta\), and 97% at \(\ell=L\). The spurious part levels off for larger \(\ell\). Write, for the full two-dimensional structure,

\[
V=\frac{\rho_cI}{A}+V_1+O(\rho_c^{-1}).
\]

Substitution into \(\nabla^2V=R_sV/\rho_c\) gives \(\nabla^2V_1=R_sI/A\) under the contact, and zero elsewhere. The total interface current is

\[
I=\frac1{\rho_c}\int_A V\,dA
=I+\frac1{\rho_c}\int_A V_1\,dA+O(\rho_c^{-2}),
\]

so \(\int_A V_1\,dA=0\), which fixes the additive constant. No equation for \(V_1\) contains \(\rho_c\). The spurious resistance therefore tends to the tap average of \(V_1/I\), a constant \(R_\infty\). For the example, the numerical solution gives \(R_\infty=3.83\ \Omega\).

The interfacial term grows without limit, so the relative error vanishes at large \(\rho_c\). The absolute error does not.

### (e) The threshold of the sheet model

For the full geometry, divide the diffusion into square cells and conserve current at every node:

\[
\sum_j g_{ij}(V_i-V_j)+\frac{a_i}{\rho_c}V_i=I_i .
\]

Here \(g_{ij}\) is the conductance between neighbouring nodes, \(a_i\) is the contact area belonging to node \(i\), and \(I_i\) is the injected current. Solutions on cells of 0.10 and 0.05 μm were extrapolated to zero cell size. Halving both cell sizes changed the reading at threshold by 0.06%. Meshes refined near the corners and contact edges lower the tabulated spurious resistances by 0.002 to 0.012 Ω and the threshold by about 0.15%. The last digit of the values below is therefore uncertain by one unit: 3.18 and 3.72 Ω become 3.17 and 3.71 Ω, \(1.46\times10^{-7}\) becomes \(1.45\times10^{-7}\), the reading 6.55 Ω becomes 6.54 Ω, and the threshold ratio 1.61 becomes 1.60.

Solving \(R_K(\rho_c)=2\rho_c/A\) gives

\[
\rho_c^*=1.31\times10^{-7}\ \Omega\,\text{cm}^2,
\]

which is 1.61 times \(\rho_{SS}\). There the interfacial and spurious resistances are both 3.27 Ω, and the reading is 6.55 Ω. The transfer length is \(\sqrt{13.09/50}=0.51\ \mu\text{m}\), almost equal to the overlap. This is the regime in which part (d) showed the \(\rho_c\)-dependent contribution to matter.

The numerical readings show the effect on extraction. Resistivities are in \(\Omega\,\text{cm}^2\).

| True \(\rho_c\) | Spurious part (Ω) | \(AR_K\) | \(A(R_K-R_{\rm ov})\) |
|---|---:|---:|---:|
| \(10^{-9}\) | 1.83 | \(7.4\times10^{-8}\) | \(-7\times10^{-9}\) |
| \(10^{-8}\) | 2.3 | \(1.0\times10^{-7}\) | \(2.1\times10^{-8}\) |
| \(10^{-7}\) | 3.18 | \(2.27\times10^{-7}\) | \(1.46\times10^{-7}\) |
| \(10^{-6}\) | 3.72 | \(1.15\times10^{-6}\) | \(1.07\times10^{-6}\) |

At \(10^{-6}\), subtraction reduces the error relative to the true value from 15% to 7%. At \(10^{-7}\), the corrected value is still about 45% high, and at \(10^{-8}\) it is about twice the true value. At \(10^{-9}\) the correction exceeds the whole reading of the sheet model, and the extracted resistivity is negative.

At low resistivity, the extraction demands a small difference between two larger resistances. At \(10^{-8}\), the interfacial part is 0.25 Ω in a reading of about 2.6 Ω. An error of 0.25 Ω in the subtracted term, about 12% of \(R_{\rm ov}\), then changes the result by 100% of the true value.

### The model beside a real structure

The parameters represent, roughly, a micrometre-scale test structure on n+ silicon source/drain diffusion. Contacts in scaled transistors are far smaller, tens of nanometres across. Good silicide contacts to heavily doped silicon have resistivities of roughly \(10^{-8}\ \Omega\,\text{cm}^2\) or less, below the threshold of this structure. Among the departures sized here, alignment moves the threshold most. With all else fixed, shifting the contact by 0.1 μm away from both arms raises it to \(1.85\times10^{-7}\ \Omega\,\text{cm}^2\), and the same shift toward both lowers it to \(0.85\times10^{-7}\ \Omega\,\text{cm}^2\). A sheet resistance 1.3 times larger under the contact, as when silicide consumes some of the diffusion, gives \(1.48\times10^{-7}\ \Omega\,\text{cm}^2\). Multiplying \(R_s\) and \(\rho_c\) by one factor multiplies every potential by it, so the threshold is proportional to \(R_s\). With a rough temperature coefficient of \(10^{-3}\ \text{K}^{-1}\), it rises by about 6% between 300 and 358 K. A rough metal sheet resistance of 0.05 Ω/sq is a thousandth of the diffusion's. At 0.10 mA the largest interface voltage is 1.1 mV at the threshold resistivity and 3.5 mV at \(10^{-6}\ \Omega\,\text{cm}^2\), small beside the thermal voltage of 25.9 mV, which supports the linear interface law.

## Variation 1: a wider contact with the same overlap

*Hold \(R_s\) and \(\delta\) fixed and increase \(L\). Does the estimated threshold approach that of the sheet model?*

From part (a), with \(L=W-2\delta\),

\[
\frac{\rho_{SS}}{R_s\delta^2}
=\frac43\left(1-\frac{2\delta}{W}\right)^2
\left[1+\frac{\delta}{2(W-\delta)}\right].
\]

For \(W\gg\delta\) this tends to 4/3. The sheet-model threshold, in the same units, can depend only on \(W/\delta\), by the scaling with \(R_s\) and the absence of any other length.

| \(W/\delta\) | Estimate | Sheet model | Ratio |
|---:|---:|---:|---:|
| 6 | 0.65 | 1.05 | 1.61 |
| 12 | 0.97 | 2.43 | 2.51 |
| 24 | 1.14 | 3.9 | 3.4 |

The disagreement grows over this range. The square root of the third column is \(\ell/\delta\) at threshold, which rises from 1.0 to 2.0. The \(\delta\ell\) contribution of part (d) thus gains on the \(\delta^2\) contribution, while the estimate contains only the latter. A small ratio \(\delta/W\) reduces the spurious resistance itself, but it does not make the estimated threshold more accurate.

## Variation 2: a diffusion of finite depth

*Let the diffusion have uniform resistivity \(R_sd\) and depth \(d=0.15\ \mu\text{m}\), a rough value. How does vertical spreading alter the transfer length?*

Put the insulating bottom at \(z=0\) and the contact at \(z=d\). The potential \(V=e^{-kx}\cos kz\) satisfies Laplace's equation and has no vertical current at the bottom. At the top, the current leaving the diffusion equals the current through the interface:

\[
\frac{k\sin kd}{R_sd}=\frac{\cos kd}{\rho_c}
\quad\Longrightarrow\quad
kd\tan kd=\frac{R_sd^2}{\rho_c}.
\]

For small \(kd\), \(kd\tan kd\simeq(kd)^2[1+(kd)^2/3]\). Dividing by \((kd)^2\), multiplying by \(\rho_c\), and replacing \((kd)^2\) in the small correction by \(R_sd^2/\rho_c\), one finds

\[
\frac{R_s}{k^2}\simeq\rho_c+\frac{R_sd^2}{3}.
\]

The decay length \(1/k\) is that of a thin sheet whose contact resistivity is larger by \(R_sd^2/3\). Here the addition is \(50(0.15)^2/3=0.375\ \Omega\,\mu\text{m}^2\), or \(3.75\times10^{-9}\ \Omega\,\text{cm}^2\). It is 2.9% of the sheet-model threshold, so the thin-sheet assumption is reasonable there.

It fails for better interfaces. At \(\rho_c=10^{-8}\ \Omega\,\text{cm}^2\) the addition is already more than a third of \(\rho_c\). At \(10^{-9}\ \Omega\,\text{cm}^2\), \(R_sd^2/\rho_c\) is about 11 and the exact root is \(kd=1.44\), which is not small. The expansion then gives \(R_s/k^2\) about 12% too low. The first two rows of the extraction table, including the negative value, are therefore properties of the sheet model. A quantitative reading of such contacts needs a three-dimensional solution. The remaining intermediate values are in the numerical output.

## Computed results

```
Input sheet resistance: 50.0 ohm/sq
Input contact side: 2.00 um; overlap: 0.50 um
Arm width: 3.00 um; contact area: 4.00 um^2
Schreyer-Saraswat bracket: 1.1000
Schreyer-Saraswat overlap resistance: 2.0370 ohm
Schreyer-Saraswat threshold: 8.148e-08 ohm cm^2
2D threshold: 1.309e-07 ohm cm^2
Ratio 2D / Schreyer-Saraswat threshold: 1.607
Transfer length at 2D threshold: 0.512 um
At 2D threshold: interfacial resistance 3.274 ohm
At 2D threshold: spurious resistance 3.274 ohm
At 2D threshold: Kelvin reading 6.547 ohm
Reading change on halving cells: -0.062 %
Integral of sqrt(sin) from 0 to pi: 2.39628
Wide-contact coefficient kappa, conformal map: 1.0942
Same from 2D solution at W/delta = 12: 1.1020
Kappa Rs delta^2/W^2: 1.5197 ohm
Spurious resistance, 2D, rho to zero: 1.5638 ohm
Spurious resistance, 2D, large rho: 3.8310 ohm
Excess with zero overlap, W = L, same rho: 0.1712 ohm
Readings: resistances in ohm, resistivities in ohm cm^2
  true rho 1.0e-09: interfacial 0.0250, reading 1.8599, spurious 1.8349
    apparent rho 7.440e-08, after subtraction -7.085e-09
  true rho 1.0e-08: interfacial 0.2500, reading 2.5701, spurious 2.3201
    apparent rho 1.028e-07, after subtraction 2.132e-08
  true rho 1.0e-07: interfacial 2.5000, reading 5.6782, spurious 3.1782
    apparent rho 2.271e-07, after subtraction 1.456e-07
  true rho 1.0e-06: interfacial 25.0000, reading 28.7161, spurious 3.7161
    apparent rho 1.149e-06, after subtraction 1.067e-06
Threshold / (Rs delta^2), dimensionless:
  W/delta 6: Schreyer-Saraswat 0.652, 2D 1.048, ratio 1.61
  W/delta 12: Schreyer-Saraswat 0.968, 2D 2.432, ratio 2.51
  W/delta 24: Schreyer-Saraswat 1.145, 2D 3.932, ratio 3.43
Rough diffusion depth: 0.15 um
Depth adds to rho: 3.75e-09 ohm cm^2 (2.9 % of 2D threshold)
Threshold, sheet resistance x 1.3 under contact: 1.480e-07 ohm cm^2
Threshold, contact 0.1 um away from both arms: 1.851e-07 ohm cm^2
Threshold, contact 0.1 um toward both arms: 8.511e-08 ohm cm^2
Rough temperature coefficient of Rs: 1.0e-03 1/K
Threshold at 358 K (from 300 K): 1.385e-07 ohm cm^2
Rough metal sheet resistance: 0.05 ohm/sq; ratio to diffusion: 1.0e-03
Test current: 0.10 mA
Largest interface voltage: 1.118 mV
Thermal voltage at 300 K: 25.85 mV
```
